# Truncating the structure factor: the sinc kernel and its width: a program that tests the result

```python
# Result under test: cutting Q[S(Q)-1] at Qmax turns the reduced pair
# distribution G(r) = 4 pi r [rho(r) - rho0] (odd in r) into its convolution
# with K(x) = sin(Qmax x)/(pi x), whose full width at half maximum (FWHM)
# is 2 x1/Qmax, with sin(x1) = x1/2, that is about 3.79/Qmax.
# S(Q): structure factor; rho0: mean number density; g(r) = rho(r)/rho0.
# Lengths are in angstrom (A), Q in 1/A.
import numpy as np
from scipy.constants import physical_constants, angstrom
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf, erfc

neighbours, shell_r, sigma = 4.0, 2.0, 0.05
rho0, edge_r, edge_width = 0.055, 2.7, 0.3
qmax, r_end = 20.0, 6.0


def gaussian(x):
    return np.exp(-x**2 / (2 * sigma**2)) / (sigma * np.sqrt(2 * np.pi))


def continuum_G(r):
    hole = 0.5 * erfc((r - edge_r) / (np.sqrt(2) * edge_width))
    return -4 * np.pi * rho0 * r * hole


def model_G(r):
    return neighbours * gaussian(r - shell_r) / r + continuum_G(r)


def gauss_nodes(upper, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * upper * (x + 1), 0.5 * upper * w


r_nodes, r_weights = gauss_nodes(r_end, 1000)


def structure_factor(q, G_function):
    integral = np.sin(np.outer(q, r_nodes)) @ (r_weights * G_function(r_nodes))
    return 1 + integral / q


def G_from_S(r, cutoff, G_function, count=400):
    q, w = gauss_nodes(cutoff, count)
    reduced = q * (structure_factor(q, G_function) - 1)
    return 2 / np.pi * np.sin(np.outer(r, q)) @ (w * reduced)


def sinc_kernel(x, cutoff):
    return cutoff / np.pi * np.sinc(cutoff * x / np.pi)


# Midpoint grid on the whole line; it avoids r = 0
step = 0.004
line = (np.arange(-1500, 1500) + 0.5) * step


def convolve(r, values_on_line):
    kernel = sinc_kernel(r[:, None] - line[None, :], qmax)
    return step * kernel @ values_on_line


# The transform pair returns the model when the cutoff is very high
r_test = np.linspace(0.5, 4.5, 81)
recovered = G_from_S(r_test, 160.0, model_G, 1000)
assert np.max(np.abs(recovered - model_G(r_test))) < 1e-7

# The model is physically admissible on the grid: S(Q) > 0
q_grid = np.linspace(0.01, qmax, 1000)
S_grid = structure_factor(q_grid, model_G)
assert S_grid.min() > 0

# Truncation through S(Q) against convolution in real space
odd_G = np.sign(line) * model_G(np.abs(line))
by_S = G_from_S(r_test, qmax, model_G)
by_convolution = convolve(r_test, odd_G)
route_difference = np.max(np.abs(by_S - by_convolution))
assert route_difference < 1e-8

# The smooth continuum passes unchanged, the sharp shell does not
smooth_change = np.max(np.abs(G_from_S(r_test, qmax, continuum_G)
                              - continuum_G(r_test)))
total_change = np.max(np.abs(by_S - model_G(r_test)))
assert smooth_change < 1e-5 and total_change > 1.0

# Convolving g(r)-1 instead of G(r) gives a different, wrong answer
r_near = np.linspace(1.0, 3.0, 201)
true_g = G_from_S(r_near, qmax, model_G) / (4 * np.pi * rho0 * r_near)
even_g = model_G(np.abs(line)) / (4 * np.pi * rho0 * np.abs(line))
g_error = np.max(np.abs(true_g - convolve(r_near, even_g)))
assert g_error > 0.05


# Kernel and broadened shell computed from their Q integrals
def profile(x, cutoff, width=0.0):
    q, w = gauss_nodes(cutoff, 200)
    return np.sum(w * np.exp(-(width * q)**2 / 2) * np.cos(q * x)) / np.pi


def fwhm(function, reach):
    half = function(0.0) / 2
    return 2 * brentq(lambda x: function(x) - half, 0.0, reach, xtol=1e-13)


x_half = brentq(lambda x: np.sin(x) - x / 2, 1.0, 3.0, xtol=1e-14)
width_constant = 2 * x_half
kernel_widths = {}
for cutoff in (10.0, 20.0, 30.0):
    kernel_widths[cutoff] = fwhm(lambda x: profile(x, cutoff), np.pi / cutoff)
    assert abs(kernel_widths[cutoff] * cutoff - width_constant) < 1e-9
x_tail = np.linspace(2.0, 200.0, 100001)
assert np.max(np.abs(np.sin(x_tail) / x_tail)) < 0.5

# First ripple: direct minimization against tan(x) = x
x_ripple = brentq(lambda x: x * np.cos(x) - np.sin(x), 4.0, 5.0)
ripple = minimize_scalar(lambda x: profile(x, qmax), method="bounded",
                         bounds=(np.pi / qmax, 2 * np.pi / qmax),
                         options={"xatol": 1e-10})
ripple_depth = ripple.fun / profile(0.0, qmax)
assert abs(ripple.x * qmax - x_ripple) < 1e-5
assert abs(ripple_depth - np.cos(x_ripple)) < 1e-9


# An infinitely sharp shell, with its reflected term kept
def sharp_shell(r):
    q, w = gauss_nodes(qmax, 200)
    wave = np.sin(q * shell_r) * np.sin(q * r)
    return 2 / np.pi * neighbours / shell_r * np.sum(w * wave)


top = minimize_scalar(lambda r: -sharp_shell(r), method="bounded",
                      bounds=(shell_r - 0.1, shell_r + 0.1),
                      options={"xatol": 1e-10})
half_top = -top.fun / 2
left = brentq(lambda r: sharp_shell(r) - half_top, top.x - 3 / qmax, top.x)
right = brentq(lambda r: sharp_shell(r) - half_top, top.x, top.x + 3 / qmax)
sharp_width = right - left
assert abs(sharp_width / kernel_widths[qmax] - 1) < 0.03

# Gaussian shell: width by Q integral and by real-space convolution
broad_width = fwhm(lambda x: profile(x, qmax, sigma), np.pi / qmax)
broad_line = gaussian(line)
broad_width_real = fwhm(
    lambda x: convolve(np.array([x]), broad_line)[0], np.pi / qmax)
assert abs(broad_width - broad_width_real) < 1e-8
gaussian_width = fwhm(gaussian, 5 * sigma)
assert abs(gaussian_width - 2 * sigma * np.sqrt(2 * np.log(2))) < 1e-10
quadrature_width = np.hypot(gaussian_width, kernel_widths[qmax])
assert abs(quadrature_width / broad_width - 1) > 0.05
height_ratio = profile(0.0, qmax, sigma) / gaussian(0.0)
assert abs(height_ratio - erf(qmax * sigma / np.sqrt(2))) < 1e-10

# Two equal sharp peaks: count maxima just below and above the threshold
x_bend = brentq(lambda x: (2 - x**2) * np.sin(x) - 2 * x * np.cos(x), 1.5, 3.0)
split_constant = 2 * x_bend


def count_maxima(separation):
    x = np.linspace(-3.0, 3.0, 601) / qmax
    y = np.array([profile(v - separation / 2, qmax)
                  + profile(v + separation / 2, qmax) for v in x])
    return int(np.sum((y[1:-1] > y[:-2]) & (y[1:-1] > y[2:])))


maxima_below = count_maxima(0.98 * split_constant / qmax)
maxima_above = count_maxima(1.02 * split_constant / qmax)
assert maxima_below == 1 and maxima_above == 2
target_split = 0.2
needed_qmax = split_constant / target_split

bohr_in_A = physical_constants["Bohr radius"][0] / angstrom
print(f"neighbours in shell: {neighbours:.0f}")
print(f"shell radius: {shell_r:.2f} A; sigma: {sigma:.3f} A")
print(f"mean density: {rho0:.3f} 1/A^3")
print(f"continuum edge: {edge_r:.2f} A; edge width: {edge_width:.2f} A")
print(f"Qmax of example: {qmax:.1f} 1/A")
print(f"S at Q = {q_grid[0]:.2f} 1/A: {S_grid[0]:.4f}")
print(f"smallest S on grid: {S_grid.min():.4f}"
      f" at Q = {q_grid[S_grid.argmin()]:.2f} 1/A")
print(f"half-height root x1: {x_half:.6f}")
print(f"FWHM times Qmax: {width_constant:.6f}")
for cutoff, width in kernel_widths.items():
    print(f"kernel FWHM at Qmax = {cutoff:.0f} 1/A: {width:.4f} A")
print(f"kernel FWHM of example: {kernel_widths[qmax] / bohr_in_A:.4f} bohr")
print(f"kernel height K(0): {profile(0.0, qmax):.4f} 1/A")
print(f"first ripple: x = {x_ripple:.4f}, distance {ripple.x:.4f} A")
print(f"first ripple depth / central height: {ripple_depth:.4f}")
print("r (A), G, G_T through S, G_T by convolution (all G in 1/A^2):")
r_show = np.array([1.0, shell_r - ripple.x, shell_r,
                   shell_r + ripple.x, 3.0])
show_S = G_from_S(r_show, qmax, model_G)
show_C = convolve(r_show, odd_G)
for r, a, b, c in zip(r_show, model_G(r_show), show_S, show_C):
    print(f"  {r:.4f}  {a:9.4f}  {b:9.4f}  {c:9.4f}")
print(f"largest difference of the two routes: {route_difference:.1e} 1/A^2")
print(f"largest change of continuum part: {smooth_change:.1e} 1/A^2")
print(f"largest change of whole G: {total_change:.3f} 1/A^2")
print(f"largest error in g if g is convolved: {g_error:.3f}")
print(f"sharp shell FWHM with reflected term: {sharp_width:.4f} A")
print(f"Gaussian shell FWHM before truncation: {gaussian_width:.4f} A")
print(f"Gaussian shell FWHM after truncation: {broad_width:.4f} A")
print(f"root of summed squared widths: {quadrature_width:.4f} A")
print(f"Gaussian peak height after / before: {height_ratio:.4f}")
print(f"split threshold times Qmax: {split_constant:.4f}")
print(f"split threshold of example: {split_constant / qmax:.4f} A")
print(f"maxima at 0.98 and 1.02 of threshold: {maxima_below}, {maxima_above}")
print(f"Qmax to split peaks {target_split:.1f} A apart: {needed_qmax:.2f} 1/A")
print("all tests passed")
```

Output:

```
neighbours in shell: 4
shell radius: 2.00 A; sigma: 0.050 A
mean density: 0.055 1/A^3
continuum edge: 2.70 A; edge width: 0.30 A
Qmax of example: 20.0 1/A
S at Q = 0.01 1/A: 0.2975
smallest S on grid: 0.2975 at Q = 0.01 1/A
half-height root x1: 1.895494
FWHM times Qmax: 3.790989
kernel FWHM at Qmax = 10 1/A: 0.3791 A
kernel FWHM at Qmax = 20 1/A: 0.1895 A
kernel FWHM at Qmax = 30 1/A: 0.1264 A
kernel FWHM of example: 0.3582 bohr
kernel height K(0): 6.3662 1/A
first ripple: x = 4.4934, distance 0.2247 A
first ripple depth / central height: -0.2172
r (A), G, G_T through S, G_T by convolution (all G in 1/A^2):
  1.0000    -0.6912    -0.3164    -0.3164
  1.7753    -1.2250    -2.7911    -2.7911
  2.0000    14.5890     9.6258     9.6258
  2.2247    -1.4500    -3.0657    -3.0657
  3.0000    -0.3290     0.0610     0.0610
largest difference of the two routes: 1.2e-12 1/A^2
largest change of continuum part: 2.1e-10 1/A^2
largest change of whole G: 4.963 1/A^2
largest error in g if g is convolved: 0.345
sharp shell FWHM with reflected term: 0.1872 A
Gaussian shell FWHM before truncation: 0.1177 A
Gaussian shell FWHM after truncation: 0.2046 A
root of summed squared widths: 0.2231 A
Gaussian peak height after / before: 0.6827
split threshold times Qmax: 4.1632
split threshold of example: 0.2082 A
maxima at 0.98 and 1.02 of threshold: 1, 2
Qmax to split peaks 0.2 A apart: 20.82 1/A
all tests passed
```
